# The ABX spin system: ab subspectra and the X pattern

## Problem

Three spins 1/2, A, B and X, belong to a molecule in an isotropic liquid. A and B have similar resonance frequencies; X is far from both. In frequency units,

$$\frac{H}{h}=\nu_A I_{Az}+\nu_B I_{Bz}+\nu_X I_{Xz}+J_{AB}\,\mathbf I_A\!\cdot\!\mathbf I_B+(J_{AX}I_{Az}+J_{BX}I_{Bz})I_{Xz}.$$

The spin operators are dimensionless. A line lies at $E_f-E_i$, where the final state has a total $I_z$ larger by one. Its intensity is the squared matrix element of the raising operator, as for linear response at high temperature. Writing the Zeeman terms with minus signs would change nothing observable: inverting all spins restores the form above.

1. Show that the A and B lines form two independent two-spin spectra, and find their effective shifts.
2. Find the positions and intensities of all AB and X lines.
3. Take $\nu_A-\nu_B=0.5$ Hz, $J_{AB}=20$ Hz, $J_{AX}=8$ Hz, $J_{BX}=0$, and Lorentzian lines of full width $w=1$ Hz at half height. What does the X signal look like, and which coupling would be read from it? When does this appearance fail?

## Hints

- Which spin component commutes with $H$?
- Write the block with one of A and B up and the other down as a constant plus a vector of length $D/2$ in a plane.
- When X flips, the AB spin state does not change, but the AB eigenstates do.
- For part 3, split the coupling to X into parts that are even and odd under exchange of A and B.

## Solution

### Two ab subspectra

The terms $I_{A\pm}I_{X\mp}$ and $I_{B\pm}I_{X\mp}$ have been dropped from $H$ because X is far away. Hence $I_{Xz}$ commutes with $H$ and may be replaced by its value $m=\pm\tfrac12$:

$$\frac{H_m}{h}=m\nu_X+(\nu_A+mJ_{AX})I_{Az}+(\nu_B+mJ_{BX})I_{Bz}+J_{AB}\,\mathbf I_A\!\cdot\!\mathbf I_B .$$

This is a two-spin problem with effective shifts $\nu_A\pm J_{AX}/2$ and $\nu_B\pm J_{BX}/2$. Define

$$\Delta\nu=\nu_A-\nu_B,\qquad \Delta J=J_{AX}-J_{BX},\qquad \bar J=\tfrac12(J_{AX}+J_{BX}).$$

The mean and the difference of the effective shifts are

$$c_m=\tfrac12(\nu_A+\nu_B)+m\bar J,\qquad \delta_m=\Delta\nu+m\,\Delta J .$$

The two subspectra are therefore centred $\bar J$ apart.

### Energies and AB lines

Leave out $m\nu_X$ for now. The states $|\alpha\alpha\rangle$ and $|\beta\beta\rangle$ have energies $\pm c_m+J_{AB}/4$. In the basis $|\alpha\beta\rangle,|\beta\alpha\rangle$, the product $I_{Az}I_{Bz}$ gives $-J_{AB}/4$ on the diagonal, and $\tfrac12(I_{A+}I_{B-}+I_{A-}I_{B+})$ gives $J_{AB}/2$ off it. With

$$D=\sqrt{\delta^2+J_{AB}^2},\qquad \cos\varphi=\frac{\delta}{D},\qquad \sin\varphi=\frac{J_{AB}}{D},$$

where $\delta$, $D$ and $\varphi$ all depend on $m$, the block is

$$-\frac{J_{AB}}4+\frac D2\begin{pmatrix}\cos\varphi&\sin\varphi\\ \sin\varphi&-\cos\varphi\end{pmatrix}.$$

The matrix has eigenvalues $\pm1$, with upper and lower eigenvectors

$$|u\rangle=\cos\tfrac\varphi2|\alpha\beta\rangle+\sin\tfrac\varphi2|\beta\alpha\rangle,\qquad |l\rangle=-\sin\tfrac\varphi2|\alpha\beta\rangle+\cos\tfrac\varphi2|\beta\alpha\rangle .$$

For example, the first row acting on $|u\rangle$ gives $\cos\varphi\cos\frac\varphi2+\sin\varphi\sin\frac\varphi2=\cos\frac\varphi2$. The energies are $E_{u,l}=-J_{AB}/4\pm D/2$.

The operator $I_{A+}+I_{B+}$ connects $|u\rangle$ with $|\alpha\alpha\rangle$ and $|\beta\beta\rangle$ through the amplitude $\cos\frac\varphi2+\sin\frac\varphi2$, whose square is $1+\sin\varphi$. For $|l\rangle$ the square is $1-\sin\varphi$. Subtracting energies gives

$$\begin{aligned}
u\to\alpha\alpha:&\quad c_m-\tfrac12(D-J_{AB}), & 1+\sin\varphi,\\
\beta\beta\to u:&\quad c_m+\tfrac12(D-J_{AB}), & 1+\sin\varphi,\\
l\to\alpha\alpha:&\quad c_m+\tfrac12(D+J_{AB}), & 1-\sin\varphi,\\
\beta\beta\to l:&\quad c_m-\tfrac12(D+J_{AB}), & 1-\sin\varphi.
\end{aligned}$$

### X lines

Let subscripts $\pm$ denote $m=\pm\tfrac12$. An X transition raises $m$ from $-\tfrac12$ to $+\tfrac12$ and leaves the AB spin state unchanged. The states $|\alpha\alpha\rangle$ and $|\beta\beta\rangle$ are eigenstates for both values of $m$, so each gives a line of intensity 1, displaced from $\nu_X$ by $\pm(c_+-c_-)=\pm\bar J$.

The states $|u\rangle$ and $|l\rangle$ change with $m$. Their overlaps are

$$\langle u_+|u_-\rangle=\langle l_+|l_-\rangle=\cos\eta,\qquad \langle u_+|l_-\rangle=-\langle l_+|u_-\rangle=\sin\eta,\qquad \eta=\tfrac12(\varphi_+-\varphi_-).$$

The six lines, relative to $\nu_X$, are thus

$$\pm\bar J:\ 1,\qquad \pm\tfrac12(D_+-D_-):\ \cos^2\eta,\qquad \pm\tfrac12(D_++D_-):\ \sin^2\eta,$$

with the intensity given for each line. The last pair are combination lines, in which the AB eigenstate changes label as X flips.

### Strong coupling within AB

Since $D_+^2-D_-^2=\delta_+^2-\delta_-^2=2\Delta\nu\,\Delta J$, the splitting of the central pair is

$$|D_+-D_-|=\frac{2|\Delta\nu\,\Delta J|}{D_++D_-}\approx\left|\frac{\Delta\nu\,\Delta J}{J_{AB}}\right|\qquad(|\delta_\pm|\ll|J_{AB}|).$$

In the same regime $\varphi_\pm\approx\pi/2-\delta_\pm/J_{AB}$ for $J_{AB}>0$. Hence $\eta\approx-\Delta J/(2J_{AB})$, and each combination line has intensity

$$\sin^2\eta\approx\frac{\Delta J^2}{4J_{AB}^2}.$$

Reversing the sign of $J_{AB}$ reverses both angles and leaves the X lines unchanged.

Suppose that $|\delta_\pm|\ll|J_{AB}|$ and that the linewidth is large compared with the central splitting but small compared with $|\bar J|$. What remains visible is then a line at $-\bar J$, a nearly merged pair at the centre and a line at $+\bar J$, with areas close to 1:2:1. The reason is contained in the identity

$$J_{AX}I_{Az}+J_{BX}I_{Bz}=\bar J(I_{Az}+I_{Bz})+\tfrac12\Delta J(I_{Az}-I_{Bz}).$$

The second operator vanishes on $|\alpha\alpha\rangle$ and $|\beta\beta\rangle$ and, up to the factor $\tfrac12\Delta J$, turns the triplet state $(|\alpha\beta\rangle+|\beta\alpha\rangle)/\sqrt2$ into the singlet $(|\alpha\beta\rangle-|\beta\alpha\rangle)/\sqrt2$ and back. These two states lie $|J_{AB}|$ apart, so a large $J_{AB}$ suppresses their mixing. The first operator then acts alone, with values $\bar J$, 0, 0, $-\bar J$, and X registers the mean coupling. No motion or exchange of nuclei is involved.

### The numbers

Here $\bar J=(8+0)/2=4$ Hz and $\Delta J=8$ Hz, so

$$\delta_+=0.5+4=4.5\ \text{Hz},\qquad \delta_-=0.5-4=-3.5\ \text{Hz},$$

$$D_+=\sqrt{4.5^2+20^2}=20.500\ \text{Hz},\qquad D_-=\sqrt{3.5^2+20^2}=20.304\ \text{Hz}.$$

The X lines are:

- at ±4.000 Hz, intensity 1 each;
- at ±0.098 Hz, intensity 0.962 each;
- at ±20.402 Hz, intensity 0.038 each.

With 1 Hz linewidth, and apart from the two combination lines at ±20.40 Hz, whose peaks are 4% as high as the outer peaks, the signal is a triplet with peaks at −4.00, 0.00 and 4.00 Hz. One would read a coupling of 4 Hz to two equivalent spins, although the actual couplings are 8 Hz and zero. A simulation with both couplings equal to 4 Hz has its peaks at the same positions, to 0.01 Hz. The peak heights are 1:1.82:1 in the example and 1:1.96:1 for equal couplings, so the imitation is good but not perfect.

The AB part is deceptive too. Its strong lines form pairs separated by $D_\pm-J_{AB}=0.50$ and 0.30 Hz, which merge into two peaks 3.99 Hz apart in the simulated spectrum. Equal couplings of 4 Hz would also give two peaks 4 Hz apart, but of equal height; here the heights differ by about 15%.

### When the appearance fails

**The central pair may be resolved.** Place two equal Lorentzians of half-width $q=w/2$ at $\pm a$, and let $b=a^2+q^2$ and $y=x^2$. Their sum is proportional to

$$\frac{y+b}{(y+b)^2-4a^2y}.$$

Setting the derivative with respect to $y$ to zero gives $(y+b)^2=4a^2b$, or $y=2a\sqrt b-b$. This is positive, so that two separate maxima exist, if $4a^2>b$, that is $a>q/\sqrt3$. The pair therefore shows one maximum up to a separation $2a=w/\sqrt3$. In the strong-coupling regime this requires

$$|\Delta\nu|\lesssim\frac{|J_{AB}|\,w}{\sqrt3\,|\Delta J|}=\frac{20\times0.5774}{8}=1.44\ \text{Hz}.$$

The simulated spectrum keeps a single central peak up to 1.47 Hz. The estimate is slightly low because it replaces $(D_++D_-)/2$ by the smaller $|J_{AB}|$.

**The outer lines may merge with the centre.** If $J_{AX}$ and $J_{BX}$ have opposite signs and nearly equal magnitudes, $|\bar J|$ can be well below the linewidth, and the triplet is then not resolved.

**The combination lines may be seen.** Even at $\Delta\nu=0$, where $D_+=D_-$ and the central lines coincide, the combination lines remain if $\Delta J\neq0$. At $\Delta\nu=0$ one has $\delta_\pm=\pm\Delta J/2$, so for $J_{AB}>0$ the angles are $\varphi_\pm=\pi/2\mp\theta$ with $\tan\theta=\Delta J/(2J_{AB})$. Then $\eta=-\theta$ and $\sin^2\eta=\Delta J^2/(\Delta J^2+4J_{AB}^2)$, which is small only if $|\Delta J|\ll2|J_{AB}|$.

**X may be too close.** Restoring the complete scalar couplings to X, with X 2000 Hz from the AB centre, moves the X lines of this example by at most 0.01 Hz. For the line positions the model is adequate here.

The numerical check tests the line formulas against diagonalization of the eight-state Hamiltonian for random parameters.

## Variation 1: weaken the AB coupling

*Keep $J_{AX}=8$ Hz and $J_{BX}=0$. What does X show (a) for $J_{AB}=0$ and $\Delta\nu=0.5$ Hz, (b) for $J_{AB}=20$ Hz and $\Delta\nu=10$ Hz, (c) for $J_{AB}=20$ Hz and $\Delta\nu=100$ Hz?*

(a) Now $D_+=4.5$ Hz and $D_-=3.5$ Hz, with $\varphi_+=0$ and $\varphi_-=\pi$. Hence $\cos^2\eta=0$ and $\sin^2\eta=1$. The combination lines lie at $\pm(4.5+3.5)/2=\pm4$ Hz, on top of the outer lines. X is a doublet of spacing 8 Hz, the true $J_{AX}$.

(b) With $\delta_+=14$ Hz and $\delta_-=6$ Hz, the central pair lies at $\pm\tfrac12(\sqrt{596}-\sqrt{436})=\pm1.77$ Hz. Four main peaks appear, at ±1.77 and ±4.00 Hz. No spacing within this pattern equals $J_{AX}$ except that of the outermost peaks. That spacing is $2|\bar J|=|J_{AX}+J_{BX}|$, and it coincides with $J_{AX}$ here because $J_{BX}=0$.

(c) For $|\Delta\nu|\gg|J_{AB}|,|\Delta J|$, one has $|D_+-D_-|\approx|\Delta J|$, so the inner lines approach $\pm\Delta J/2=\pm4$ Hz and join the outer ones. The simulated doublet has peaks at ±3.96 Hz, close to the first-order result.

## Variation 2: recover the hidden couplings

*Show that the intensity-weighted mean square displacement $M_2$ of the X lines from $\nu_X$ does not depend on $J_{AB}$ or $\Delta\nu$. Use it to find the couplings in the example.*

The intensities add up to 4, so

$$4M_2=2\bar J^2+\tfrac12\left[(D_+-D_-)^2\cos^2\eta+(D_++D_-)^2\sin^2\eta\right].$$

The bracket equals $D_+^2+D_-^2-2D_+D_-\cos(\varphi_+-\varphi_-)$. By the law of cosines this is the squared distance between the points $(\delta_+,J_{AB})$ and $(\delta_-,J_{AB})$, which is $\Delta J^2$. Therefore

$$M_2=\frac{\bar J^2}{2}+\frac{\Delta J^2}{8}=\frac{J_{AX}^2+J_{BX}^2}{4}.$$

This moment is a sum over line positions and areas, which must first be extracted from the spectrum. The second moment of a Lorentzian lineshape diverges: integrating the 1 Hz spectrum of the example directly gives 23 Hz² over ±25 Hz and 48 Hz² over ±100 Hz. From the line list, the example has $M_2=16.00$ Hz². The outer triplet lines supply 8.00 Hz², the central pair 0.005 Hz² and the combination lines 7.995 Hz². The combination lines hold only $2\times0.0384/4=1.9\%$ of the X intensity, but half of $M_2$, because they lie far out.

With $|\bar J|=4$ Hz from the triplet, $\Delta J^2=8(16-8)=64$ Hz², so $|\Delta J|=8$ Hz. The couplings are $4\pm4$ Hz, that is 8 Hz and 0. The X spectrum is symmetric about $\nu_X$ and leaves open their common sign and which of them belongs to A. If the combination lines are lost in the noise, the visible lines, of total intensity $2+1.923=3.923$, give an apparent moment $4\times8.005/3.923=8.16$ Hz². This is close to the $(16+16)/4=8$ Hz² of two equal couplings of 4 Hz, and the difference between the couplings is largely hidden.

## Calculated quantities

```
nuA-nuB = 0.5 Hz, JAB = 20.0 Hz
JAX = 8.0 Hz, JBX = 0.0 Hz, width = 1.0 Hz
mean coupling = 4.000 Hz
mX=+0.5: effective shift A = +4.250 Hz
  effective shift B = -0.250 Hz
  delta = +4.500 Hz, D = 20.5000 Hz
  phi = 77.320 degrees
  ab lines, offset from AB centre (Hz) and intensity:
     -18.2500  0.0244
      +1.7500  1.9756
      +2.2500  1.9756
     +22.2500  0.0244
mX=-0.5: effective shift A = -3.750 Hz
  effective shift B = -0.250 Hz
  delta = -3.500 Hz, D = 20.3039 Hz
  phi = 99.926 degrees
  ab lines, offset from AB centre (Hz) and intensity:
     -22.1520  0.0150
      -2.1520  1.9850
      -1.8480  1.9850
     +18.1520  0.0150
X lines, offset from nuX (Hz) and intensity:
     -20.4020  0.0384
      -4.0000  1.0000
      -0.0980  0.9616
      +0.0980  0.9616
      +4.0000  1.0000
     +20.4020  0.0384
central splitting = 0.1961 Hz
  strong-coupling estimate = 0.2000 Hz
combination intensity estimate = 0.0400
central total intensity = 1.9232
X peak heights, left = 1: 1.000 1.822 1.000
Apparent X peaks, offset from nuX (Hz):
  example (nuA-nuB=0.5 Hz): -4.00 0.00 4.00
  equal couplings (nuA-nuB=0.5 Hz): -4.00 0.00 4.00
  JAB off (nuA-nuB=0.5 Hz): -4.00 4.00
  larger shift (nuA-nuB=10 Hz): -4.00 -1.77 1.77 4.00
  weak coupling (nuA-nuB=100 Hz): -3.96 3.96
apparent AB doublet spacing = 3.99 Hz
merging separation width/sqrt(3) = 0.5774 Hz
largest nuA-nuB with one central peak = 1.474 Hz
  estimate = 1.443 Hz
X second moment = 16.0000 Hz^2
  outer triplet lines = 8.0000 Hz^2
  central lines = 0.0046 Hz^2
  combination lines = 7.9954 Hz^2
X approximation, X to AB separation = 2000 Hz
  largest line shift = 0.0096 Hz
  largest intensity change = 0.0040
```
